# Diffusion coefficient of a memoryless vacancy on the diamond lattice

**Q:** You want to give a vacancy in a diamond-lattice crystal a single diffusion coefficient. But its four possible jumps point one way from half of the sites and the opposite way from the other half. What exactly is moving, and by what rules?

**A:** One vacancy moves in a perfect, otherwise empty crystal with cubic lattice constant $a$. In any short time $dt$ it jumps to a given nearest neighbour with probability $w\,dt$. The rate $w$ is the same for all four neighbours and does not depend on how the vacancy arrived. It is a rate per neighbour, so the vacancy leaves its site at the total rate $4w$.

The sites form two sublattices, A and B. From an A site the jumps are

$$\mathbf r_1=\tfrac a4(1,1,1),\qquad \mathbf r_2=\tfrac a4(1,-1,-1),$$
$$\mathbf r_3=\tfrac a4(-1,1,-1),\qquad \mathbf r_4=\tfrac a4(-1,-1,1).$$

Each leads to a B site. From B the jumps are $-\mathbf r_i$, since every bond can be crossed both ways. I write both cases as $s\,\mathbf r_i$, with $s=+1$ on A and $s=-1$ on B. The jump length $d$ follows from $d^2=3(a/4)^2=3a^2/16$.

**Q:** A site with four neighbours at the corners of a tetrahedron is not a centre of inversion. For every jump there is no opposite jump. Why does the vacancy not drift?

**A:** Drift needs a nonzero mean jump, and inversion is not required to make the mean vanish. Add the four vectors component by component. The $x$ components are $1+1-1-1=0$ in units of $a/4$, and $y$ and $z$ give zero likewise:

$$\sum_i \mathbf r_i=0 .$$

So the average jump is zero from each site separately.

**Q:** Then isotropy. A tetrahedron has preferred directions, so why should the spread be the same along all axes?

**A:** The spread depends on products of two components. For equal components, each of the four jumps contributes $(a/4)^2$, so $\sum_i r_{ix}^2=4a^2/16=a^2/4$, and the same holds for $y$ and $z$. For unequal components, $\sum_i r_{ix}r_{iy}=(a^2/16)(1-1-1+1)=0$, and the other pairs also cancel. Together,

$$\sum_i r_{i\alpha}r_{i\beta}=\frac{a^2}{4}\,\delta_{\alpha\beta}.$$

This is proportional to the unit matrix, so it has the same value along any direction, not just along the cube axes.

**Q:** Those are sums over one jump. The vacancy makes many, alternating between two sets of vectors. How do you get from one to the other without assuming the answer?

**A:** Let $P(\mathbf R,t)$ be the probability that the vacancy is at $\mathbf R$, having started at the origin. Probability arrives from the four neighbours and leaves to them:

$$\frac{dP(\mathbf R)}{dt}=w\sum_i P(\mathbf R+s\mathbf r_i)-4wP(\mathbf R).$$

Multiply by $R_\alpha R_\beta$ and sum over all sites. Each arrival is also a departure from somewhere else, so the terms can be regrouped by the site of departure. A jump from $\mathbf R$ replaces $R_\alpha R_\beta$ by its value at $\mathbf R+s\mathbf r_i$:

$$\frac{d}{dt}\langle R_\alpha R_\beta\rangle
=w\Big\langle\sum_i\big[(R_\alpha+s r_{i\alpha})(R_\beta+s r_{i\beta})-R_\alpha R_\beta\big]\Big\rangle .$$

Multiplying out, and using $s^2=1$, the square bracket is

$$s\,(R_\alpha r_{i\beta}+r_{i\alpha}R_\beta)+r_{i\alpha}r_{i\beta}.$$

The first part is where the alternation could do harm, because it contains $s$. It vanishes on summing over $i$, at every site, since $\sum_i\mathbf r_i=0$. The second part does not depend on the sublattice. Hence

$$\frac{d}{dt}\langle R_\alpha R_\beta\rangle=\frac{wa^2}{4}\,\delta_{\alpha\beta},
\qquad \langle R^2\rangle=\frac{3wa^2}{4}\,t .$$

The second formula sums the three diagonal elements and uses $\mathbf R=0$ at $t=0$. It holds from the first instant, not just after many jumps.

This was tested by propagating the rate equation on a cluster of 12293 sites, all those within 24 jumps of the start. At $wt=0.1$, $0.4$ and $1.0$ the mean-square displacements were $0.075$, $0.300$ and $0.750\,a^2$, as the formula requires.

**Q:** That is a displacement law. Where is the diffusion coefficient?

**A:** It is defined by Fick's equation, $\partial c/\partial t=D\nabla^2c$. Take a localized profile $c$ normalized to one, multiply by $R_\alpha R_\beta$ and integrate over space. Two integrations by parts move the Laplacian onto the product, and the boundary terms vanish because the profile is localized:

$$\frac{d}{dt}\langle R_\alpha R_\beta\rangle=D\int c\,\nabla^2(R_\alpha R_\beta)\,d^3R=2D\,\delta_{\alpha\beta}.$$

Comparison with the lattice gives $2D=wa^2/4$, so

$$\boxed{D=\frac{a^2w}{8}}$$

In terms of the total jump rate $\Gamma=4w$ this reads $D=\Gamma d^2/6$, because $4w\cdot(3a^2/16)/6=a^2w/8$. If someone quotes $\Gamma$ and calls it "the jump rate", the formula to use is $D=a^2\Gamma/32$.

**Q:** Matching one moment does not prove that the vacancy obeys Fick's equation. Two different processes can share a mean-square displacement.

**A:** True, so consider how a density wave decays. Let the probabilities on the sublattices be $A(t)e^{i\mathbf k\cdot\mathbf R}$ and $B(t)e^{i\mathbf k\cdot\mathbf R}$. With $f=\sum_i e^{i\mathbf k\cdot\mathbf r_i}$, the rate equation becomes

$$\dot A=-4wA+wfB,\qquad \dot B=-4wB+wf^*A .$$

For solutions proportional to $e^{-\lambda t}$ these say $(4w-\lambda)A=wfB$ and $(4w-\lambda)B=wf^*A$. Eliminating the amplitudes gives $(4w-\lambda)^2=w^2|f|^2$, so

$$\lambda_\pm=w(4\pm|f|).$$

For long waves set $x_i=\mathbf k\cdot\mathbf r_i$ and expand the cosine:

$$|f|^2=\sum_{i,j}\cos(x_i-x_j)\simeq16-\tfrac12\sum_{i,j}(x_i-x_j)^2 .$$

The double sum is $8\sum_ix_i^2-2\big(\sum_ix_i\big)^2=8k^2a^2/4-0=2k^2a^2$. Therefore $|f|^2\simeq16-k^2a^2$, its root is $|f|\simeq4-k^2a^2/8$, and

$$\lambda_-\simeq\frac{a^2w}{8}\,k^2=Dk^2 .$$

That is Fick's decay law with the same $D$. The other rate tends to $8w$. At $k=0$ it belongs to $A=-B$, an excess on one sublattice, which jumps quickly remove.

**Q:** And when the wave is not long?

**A:** Then Fick's law fails gradually. Along a cube axis, two of the jumps have $x_i=ka/4$ and two have $-ka/4$, so $f=4\cos(ka/4)$. For $ka<2\pi$ the slow rate is

$$\lambda_-=4w\Big(1-\cos\frac{ka}4\Big)
=\frac{a^2w}{8}k^2\Big(1-\frac{k^2a^2}{192}+\dots\Big).$$

The wave decays more slowly than Fick's law predicts. The correction depends on direction: the coefficient $1/192$ becomes $1/96$ along a face diagonal and $7/576$ along a body diagonal, so isotropy holds only at order $k^2$. The displacement law is untouched, because it involves just the $k^2$ term.

**Q:** You keep saying that all four rates are equal. Suppose strain changes one of them. Surely I can put the separate rates into the sum of squares?

**A:** Not in general. Take an extreme case: block every bond parallel to $\mathbf r_1$ and leave the other three rates at $w$. Let $\mathbf n=\mathbf r_1/d$. Since the four vectors add to zero and the other three are equivalent about $\mathbf n$, each has the component $-d/3$ along $\mathbf n$. A jump from A therefore moves the vacancy by $-d/3$ along $\mathbf n$, and the next jump, from B, moves it by $+d/3$. It shuttles between two adjacent layers forever, and its diffusion coefficient along $\mathbf n$ is zero.

The sum of squares would instead give $\tfrac12w\cdot3(d/3)^2=wd^2/6=a^2w/32$. It fails because the mean jump from a site is no longer zero. A step down from A is then always followed by a step up from B, and these correlations cannot be dropped.

**Q:** So correlations can enter even without memory. What if there is memory, say a tendency to jump straight back?

**A:** Keep the total jump rate fixed, but let the chance of immediate reversal be $p$ instead of $1/4$, with the other three jumps equally likely. Suppose the last jump was $\mathbf u=\mathbf r_i$, from A to B. The mean of the next jump is

$$-p\,\mathbf r_i-\frac{1-p}{3}\sum_{j\ne i}\mathbf r_j
=-p\,\mathbf r_i+\frac{1-p}{3}\,\mathbf r_i=c\,\mathbf u,
\qquad c=\frac{1-4p}{3},$$

where $\sum_{j\neq i}\mathbf r_j=-\mathbf r_i$ was used. A last jump from B to A gives the same $c$. If memory reaches back one jump only, repeating the argument gives $\langle\mathbf u_n\cdot\mathbf u_{n+m}\rangle=c^m d^2$. For many jumps and $p<1$, the mean-square displacement per jump, divided by $d^2$, tends to

$$1+2\sum_{m=1}^\infty c^m=1+\frac{2c}{1-c}=\frac{1+c}{1-c}=\frac{2(1-p)}{1+2p}.$$

This factor multiplies $D$. It is 1 at $p=1/4$, the memoryless case. It is 2 if reversals never occur, and it falls to zero as $p\to1$, when the vacancy rattles across one bond. A reversal chance of 0.30 already gives 0.875.

**Q:** Then I can use your $D$ for a labelled atom that moves by swapping with the vacancy?

**A:** No. Just after the swap the vacancy sits on the site the atom came from, so the atom can be carried straight back. Its successive moves are correlated even when those of the vacancy are not. It also moves only when a vacancy is beside it, so its diffusion depends on the vacancy concentration.

**Q:** Let me see magnitudes. Choose a real material.

**A:** Take an isolated neutral vacancy in lightly irradiated silicon at 300 K. The parameters are rough typical values: $a=0.543$ nm, an attempt frequency of $\nu=10^{13}\ \mathrm{s^{-1}}$ per neighbour and a migration barrier of $E=0.45$ eV. With $k_BT=0.025852$ eV, a thermally activated jump has the rate

$$w=\nu e^{-E/k_BT}=10^{13}\,e^{-0.45/0.025852}\ \mathrm{s^{-1}}=2.76\times10^5\ \mathrm{s^{-1}}.$$

The diffusion coefficient is

$$D=\frac{(0.543\ \mathrm{nm})^2(2.756\times10^5\ \mathrm{s^{-1}})}8
=1.02\times10^4\ \mathrm{nm^2/s},$$

or $1.0\times10^{-10}\ \mathrm{cm^2/s}$. In 1 ms the vacancy makes on average $4wt\simeq1100$ jumps of 0.235 nm. Its path is about 260 nm long, but its rms displacement is $\sqrt{6Dt}=7.8$ nm. For a density wave of 5 nm wavelength along a cube axis, the lattice decay rate is 0.24% below Fick's value, in agreement with the $k^2a^2/192$ term.

**Q:** How far would you trust that in a real wafer?

**A:** For the neutral vacancy, to an order of magnitude at best. The barrier depends on the charge state of the vacancy, and hence on doping. Lowering it by 0.05 eV, with everything else fixed, multiplies $D$ by 6.9. The barriers commonly reported for the doubly charged states differ by more, about 0.32 eV for the positive and 0.18 eV for the negative one. At the same prefactor these would multiply $D$ by about 150 and $3\times10^4$, so the estimate does not carry over to doping where the vacancy is charged. Warming from 300 to 310 K multiplies it by 1.75. The geometric factor $1/8$ is far more secure than $w$. A real wafer also breaks the assumption of an empty crystal, because oxygen and other defects capture vacancies. A heavily implanted region is further still from the model, since defects there are crowded together. Recombination with the interstitial created alongside the vacancy is also left out and is not estimated here.

**Q:** Put a number on the oxygen.

**A:** Treat each oxygen atom as an absorbing sphere of radius $\rho=0.5$ nm, a rough assumption, at a density $C=10^{18}\ \mathrm{cm^{-3}}=10^{-3}\ \mathrm{nm^{-3}}$, roughly that of Czochralski silicon. By relative motion we may picture diffusing particles of density $C$ around one sphere. Their concentration $c$ starts at $C$ and vanishes at $r=\rho$. Since $rc$ obeys the one-dimensional diffusion equation,

$$c=C\Big[1-\frac{\rho}{r}\,\mathrm{erfc}\frac{r-\rho}{\sqrt{4Dt}}\Big].$$

Its slope at the surface is $C(1/\rho+1/\sqrt{\pi Dt})$. Multiplying by $4\pi\rho^2D$ gives the capture rate, and integrating over time gives the expected number of captures,

$$N=4\pi\rho DtC\Big(1+\frac{2\rho}{\sqrt{\pi Dt}}\Big).$$

With $Dt=10.16\ \mathrm{nm^2}$ this is $0.0638\times1.177=0.075$. For independent, dilute traps the captured fraction is about $1-e^{-N}=7.2\%$. This formula treats the motion as continuous. A jump is almost half as long as $\rho$, so the vacancy can skip over the edge of a sphere, and the formula somewhat overestimates the capture. On the lattice, with capture at every site within 0.5 nm of the centre, the fraction is 6.1% to 6.6%, depending on whether the sphere is centred on a site, a tetrahedral interstice or a bond centre. After 1 s, $N$ would still be several tens, so if capture is permanent, free diffusion has ended long before then. Other vacancies at $10^{16}\ \mathrm{cm^{-3}}$ matter much less: assuming the same 0.5 nm radius and using $2D$ for the relative motion, 0.14% would meet one in 1 ms.

**Q:** You also treated the jump as classical, and the vacancy as neutral.

**A:** For the first, model the barrier top as a parabola whose frequency equals $\nu$, which is an assumption. Let $u=h\nu/k_BT=1.60$, and let $x$ be the energy above the barrier top in units of $k_BT$. The transmission is $1/(1+e^{-2\pi x/u})$. Relative to the classical rate, its thermal average is

$$\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{y^{u/2\pi-1}}{1+y}\,dy
=\frac{u/2}{\sin(u/2)}=1.115,$$

with $y=e^{-2\pi x/u}$ and $0<u<2\pi$. The lower limit may be taken to $-\infty$ because the barrier is many $k_BT$ high. In this model quantum transmission at the barrier top raises $D$ by about 12%. The size rests on the assumed frequency: a cosine-shaped barrier of 0.45 eV over one jump length, crossed by a mass of one Si atom, has a frequency near $3.7\times10^{12}\ \mathrm{s^{-1}}$, and the gain is then only about 1.5%. Quantization of the vibrations before the jump is a separate correction, which is not included here.

For the second, a charge $q$ in a field $\mathbf F$ changes the jump rates to $w\,e^{s q\mathbf F\cdot\mathbf r_i/2k_BT}$ if the bias is shared equally between forward and backward jumps. To first order in the field, the drift velocity is

$$\mathbf v=w\sum_i\mathbf r_i\frac{q\mathbf F\cdot\mathbf r_i}{2k_BT}
=\frac{wa^2}{8}\frac{q\mathbf F}{k_BT}=\frac{qD\mathbf F}{k_BT}.$$

For one elementary charge in 0.01 MV/cm, with $D$ held at its neutral value, the drift in 1 ms is 0.39 nm. That is small beside the rms displacement of 7.8 nm. But drift grows as $t$ and diffusive spread as $\sqrt t$, so a charged vacancy that stayed free long enough would eventually be governed by the field. With these numbers the two become equal after about 0.4 s, far longer than the mean time of about 16 ms to capture by the oxygen assumed above. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
LATTICE TEST (a = w = 1)
sites in cluster: 12293
mean-square displacement at w t = 0.1: 0.075000 a^2
mean-square displacement at w t = 0.4: 0.300000 a^2
mean-square displacement at w t = 1.0: 0.750000 a^2
EXAMPLE: neutral vacancy in silicon, rough parameters
lattice constant: 0.543 nm
attempt frequency per neighbour: 1.0e+13 1/s
migration barrier: 0.45 eV
temperature: 300 K
thermal energy: 0.02585 eV
jump length: 0.2351 nm
rate per neighbour w: 2.756e+05 1/s
total jump rate 4w: 1.103e+06 1/s
diffusion coefficient: 1.016e+04 nm^2/s
diffusion coefficient: 1.016e-10 cm^2/s
duration: 1.0e-03 s
mean number of jumps: 1103
rms displacement: 7.81 nm
NEGLECTED EFFECTS
D factor, barrier lower by 0.05 eV: 6.92
D factor, 10 K warmer: 1.75
D factor, reversal chance 0.30: 0.875
D factor, reversal chance 0: 2.000
h nu / kT: 1.600
D factor, quantum barrier transmission: 1.115
capture radius: 0.5 nm
oxygen density: 1.0e+18 1/cm^3
fraction captured by oxygen: 7.2 %
density of other vacancies: 1.0e+16 1/cm^3
fraction meeting a vacancy: 0.14 %
electric field: 0.01 MV/cm
drift if singly charged: 0.393 nm
density wavelength: 5.0 nm
lattice decay rate / Fick decay rate: 0.99758
```
